**Frame dependence of the Zak phase in a dimerized chain**

The program shows that the Zak phase $\gamma$ of an SSH chain depends on origin and cell, while the two dimerizations D1 (strong $v$) and D2 (strong $w$) differ by $\pi$ in a common frame with the A–B midpoint fixed. Here $v$ and $w$ are the hopping magnitudes inside and between cells, $a$ is the lattice constant, $r$ is the ratio of weak to strong hopping, and $U$ is an energy added to the first atom. A discrete Berry phase is asserted to agree with the formula built from winding number and atomic positions, and with Wannier centres obtained from a position operator on a ring. The program also asserts the shifts under a change of origin and under regrouping, including a case with staggered on-site energies where the regrouping shift is not $\pi$. Diagonalized open chains are asserted to have twice as many near-zero states as the magnitude of the winding in the cell fitted to the cut. The output shows each dimerization with two end states for one cut and none for the other, and a single zero mode at a domain wall. It also shows the end state leaving the gap between $U=0.08$ and $U=0.12$ hartree, with the bulk unchanged.

## Check in Python

```python
"""
Result under test: the Zak phase of a dimerized (SSH) chain depends on the
origin and on the unit cell. Only the difference between the two dimerizations
in a common frame, or the relation to a given termination, has a meaning.

Model: spinless electrons, atoms A and B per cell, lattice constant a.
  v, w      hopping magnitudes: A-B inside a cell, B to the next A
            (matrix elements are -v and -w)
  tau       positions of A and B; tau = (0, 0) is the cell-only convention
  mass      staggered on-site energy, +mass on A and -mass on B
  gamma     Zak phase i * loop integral of <u|du/dk> for the lower band
  winding   turns of arg(v + w exp(ika)) across the Brillouin zone
Dimerization D1 has v strong, D2 has w strong. Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants

pi = np.pi
a = 5.0
strong, weak = 0.10, 0.06
short_bond = 2.2
long_bond = a - short_bond
r = weak / strong
hartree_ev = physical_constants["Hartree energy in eV"][0]


def zak_phase(bonds, tau, mass=0.0, nk=400):
    """Discrete Berry phase; bonds = [(hopping, cell offset of B from A)]."""
    k = 2 * pi / a * np.arange(nk) / nk
    h = -sum(t * np.exp(1j * k * (m * a + tau[1] - tau[0])) for t, m in bonds)
    H = np.zeros((nk, 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = mass, -mass
    H[:, 0, 1], H[:, 1, 0] = h, h.conj()
    u = np.linalg.eigh(H)[1][:, :, 0]
    last = u[0] * np.exp(-2j * pi / a * np.array(tau))
    links = np.sum(u.conj() * np.vstack([u[1:], last]), axis=1)
    return -np.angle(np.prod(links / abs(links)))


def winding(bonds, nk=400):
    k = 2 * pi / a * np.arange(nk + 1) / nk
    z = sum(t * np.exp(-1j * k * m * a) for t, m in bonds)
    return int(round(np.sum(np.angle(z[1:] / z[:-1])) / (2 * pi)))


def cell(v, w):
    return [(v, 0), (w, -1)]


def regrouped(v, w):
    """Same crystal, but B is now grouped with the A to its right."""
    return [(w, 0), (v, 1)]


def same_phase(g1, g2, tol=1e-7):
    return abs(np.exp(1j * g1) - np.exp(1j * g2)) < tol


def in_pi(g):
    """Phase in units of pi, in the range 0 to 2."""
    x = (g / pi) % 2
    return 0.0 if 2 - x < 1e-7 else abs(x)


def ring(v, w, n, mass=0.0):
    H = np.diag(np.tile([mass, -mass], n)).astype(float)
    for i in range(n):
        for p, q, t in ((2*i, 2*i+1, v), (2*i+1, (2*i+2) % (2*n), w)):
            H[p, q] = H[q, p] = -t
    return H


def ring_centres(v, w, tau, n=60, mass=0.0):
    """Wannier centres from the projected periodic position operator."""
    C = np.linalg.eigh(ring(v, w, n, mass))[1][:, :n]
    x = (a * np.arange(n)[:, None] + np.array(tau)).ravel()
    M = C.T @ (np.exp(2j * pi * x / (n * a))[:, None] * C)
    return n * a * np.angle(np.linalg.eigvals(M)) / (2 * pi)


def chain(bonds):
    b = -np.array(bonds, float)
    return np.diag(b, 1) + np.diag(b, -1)


def alternating(first, second, number):
    return [first if i % 2 == 0 else second for i in range(number)]


D1, D2 = (strong, weak), (weak, strong)
tau1 = np.array([-short_bond / 2, short_bond / 2])
tau2 = np.array([-long_bond / 2, long_bond / 2])

print(f"strong, weak hopping: {strong:.2f}, {weak:.2f} hartree; r = {r:.2f}")
print(f"a = {a:.1f}, short bond {short_bond:.1f}, long bond {long_bond:.1f} bohr")

# Bulk gap from a ring whose k points include the zone boundary
levels = np.linalg.eigvalsh(ring(*D1, 60))
gap = levels[60] - levels[59]
assert abs(gap - 2 * (strong - weak)) < 1e-10
print(f"bulk gap: {gap:.4f} hartree = {gap * hartree_ev:.3f} eV")

# Phase against winding and atomic positions, for several chains
for v, w in [D1, D2, (0.03, 0.11), (0.09, 0.08), (0.05, 0.07)]:
    nu = winding(cell(v, w))
    assert nu == (1 if w > v else 0)
    assert winding(regrouped(v, w)) == nu - 1
    for tau in [(0.0, 0.0), (0.3, 2.0), (-1.1, 1.7)]:
        g = zak_phase(cell(v, w), tau)
        assert same_phase(g, -pi * nu + pi * sum(tau) / a)

# The two dimerizations are one crystal displaced by half a cell
assert np.allclose(np.roll(ring(*D1, 8), (1, 1), (0, 1)), ring(*D2, 8))
assert np.allclose(np.sort((tau1 + a / 2) % a), np.sort(tau2 % a))

# Origin dependence and the invariant difference
print("Zak phase / pi (modulo 2) with positions: D1, D2, difference")
for name, s in [("v-bond midpoint", 0.0), ("w-bond midpoint", a / 2),
                ("atom A of D1", tau1[0])]:
    g1, g2 = zak_phase(cell(*D1), tau1 - s), zak_phase(cell(*D2), tau2 - s)
    assert same_phase(g1, zak_phase(cell(*D1), tau1) - 2 * pi * s / a)
    assert same_phase(g2 - g1, pi)
    print(f"  origin {name} at {s:.1f} bohr: "
          f"{in_pi(g1):.3f}, {in_pi(g2):.3f}, {in_pi(g2 - g1):.3f}")
tau_moved = (tau1[0], tau1[0] + long_bond)
g_moved = zak_phase(cell(*D2), tau_moved) - zak_phase(cell(*D1), tau1)
assert same_phase(g_moved, pi + pi * (long_bond - short_bond) / a)
print(f"difference / pi if atom A is held and B moves: {in_pi(g_moved):.3f}")

# Cell dependence in the cell-only convention
print("cell-only Zak phase / pi and winding: original cell; regrouped cell")
for name, (v, w) in (("D1", D1), ("D2", D2)):
    b0, b1 = cell(v, w), regrouped(v, w)
    g0, g1 = zak_phase(b0, (0, 0)), zak_phase(b1, (0, 0))
    assert same_phase(g1 - g0, -pi)
    print(f"  {name}: {in_pi(g0):.3f}, {winding(b0)}; "
          f"{in_pi(g1):.3f}, {winding(b1)}")

# General regrouping rule, with the A weight taken from a real-space ring
mass = 0.03
occupied = np.linalg.eigh(ring(*D1, 60, mass))[1][:, :60]
weight_A = np.sum(occupied[0::2] ** 2) / 60
shift = (zak_phase(regrouped(*D1), (0, 0), mass)
         - zak_phase(cell(*D1), (0, 0), mass))
# tolerance: the discrete loop has an error of second order in the k step
assert abs(weight_A - 0.5) > 0.05 and same_phase(shift, -2*pi*weight_A, 1e-3)
assert same_phase(zak_phase(regrouped(*D1), tau1 + np.array([a, 0]), mass),
                  zak_phase(cell(*D1), tau1, mass))
print(f"staggered energy {mass:.2f} hartree: A weight {weight_A:.4f}, "
      f"regrouping shift / pi (modulo 2) {in_pi(shift):.4f}")

# Wannier centres in real space
for v, w, tau, middle in ((*D1, tau1, 0.0), (*D2, tau2, a / 2)):
    x = ring_centres(v, w, tau)
    assert np.all(abs(np.exp(2j*pi*x/a) - np.exp(2j*pi*middle/a)) < 1e-6)
    near = x[np.argmin(abs(x - middle))]
    print(f"Wannier centre, v = {v:.2f}, w = {w:.2f} hartree: "
          f"{abs(near):.3f} bohr from the v-bond midpoint")
x = ring_centres(*D1, tau1, 60, mass)
g = zak_phase(cell(*D1), tau1, mass, nk=60)
assert np.all(abs(np.exp(2j * pi * x / a) - np.exp(1j * g)) < 1e-6)

# Gapped paths from D1 to D2 at fixed, equally spaced atoms
moves = []
mean, delta = (strong + weak) / 2, (strong - weak) / 2
for sign in (1, -1):
    path = [zak_phase(cell(mean + delta*np.cos(q), mean - delta*np.cos(q)),
                      (-a / 4, a / 4), sign * delta * np.sin(q))
            for q in np.linspace(0, pi, 61)]
    steps = np.angle(np.exp(1j * np.diff(path)))
    assert max(abs(steps)) < 1.0
    moves.append(a * np.sum(steps) / (2 * pi))
assert abs(abs(moves[0]) - a / 2) < 1e-6 and abs(sum(moves)) < 1e-6
print(f"centre displacement D1 to D2, staggered energy > 0 on A: "
      f"{moves[0]:+.3f} bohr; < 0 on A: {moves[1]:+.3f} bohr")

# One bulk, two cuts: whole cells fitted to each end
N = 20
print(f"open chains of {N} cells: near-zero states, smallest |E|")
for name, (v, w) in (("D1", D1), ("D2", D2)):
    for start, first, second, bonds in (("A", v, w, cell(v, w)),
                                        ("B", w, v, regrouped(v, w))):
        E = np.linalg.eigvalsh(chain(alternating(first, second, 2*N - 1)))
        count = int(np.sum(abs(E) < gap / 4))
        assert count == 2 * abs(winding(bonds))
        if count:
            split = strong * r**N * (1 - r**2)
            assert abs(min(abs(E)) / split - 1) < 1e-4
        print(f"  {name}, first atom {start}: {count}, "
              f"{min(abs(E)):.3e} hartree")

# Odd chain: one zero mode, always at the end with the weak bond
print(f"chain of {2*N + 1} atoms, zero-mode weight on first and last atom")
for name, (v, w) in (("D1", D1), ("D2", D2)):
    E, C = np.linalg.eigh(chain(alternating(v, w, 2 * N)))
    i = np.argmin(abs(E))
    psi = C[:, i]
    assert abs(E[i]) < 1e-12 and np.sum(abs(E) < gap / 4) == 1
    out = psi if v < w else psi[::-1]
    assert abs(out[0]**2 - (1 - r**2)) < 1e-7
    assert np.allclose(out[2:12:2] / out[0:10:2], -r, atol=1e-8)
    assert np.max(abs(out[1::2])) < 1e-10
    print(f"  {name}: {psi[0]**2:.4f}, {psi[-1]**2:.4f}")

# Domain wall: both outer ends have strong bonds, two weak bonds in the middle
left = alternating(strong, weak, 2 * N)
E, C = np.linalg.eigh(chain(left + left[::-1]))
i = np.argmin(abs(E))
wall_weight = C[2 * N, i] ** 2
assert abs(E[i]) < 1e-12 and np.sum(abs(E) < gap / 4) == 1
assert abs(wall_weight - (1 - r**2) / (1 + r**2)) < 1e-7
print(f"domain wall: zero modes {np.sum(abs(E) < gap / 4)}, "
      f"weight on central atom {wall_weight:.4f}")

# Potential U on the first atom of a chain with weak end bonds
print("end potential U: states inside gap, energy of left-end state")
for U in (0.02, 0.08, 0.12):
    H = chain(alternating(weak, strong, 2 * 150 - 1))
    H[0, 0] = U
    E, C = np.linalg.eigh(H)
    inside = int(np.sum(abs(E) < gap / 2 - 1e-9))
    i = np.argmax(C[0] ** 2)
    roots = np.roots([r * U**2, U**2 - strong**2, -r * strong**2])
    lam = roots[np.argmin(abs(roots))]
    assert abs(lam) < 1 and abs(E[i] - U * (1 + r * lam)) < 1e-8
    assert inside == (2 if U < strong else 1)
    assert (E[i] < gap / 2) if U < strong else (E[i] > strong + weak)
    print(f"  U = {U:.2f} hartree: {inside}, {E[i]:.5f} hartree")
print(f"top of upper band: {strong + weak:.2f} hartree")

print("no test failed")
```

Printed output:

```
strong, weak hopping: 0.10, 0.06 hartree; r = 0.60
a = 5.0, short bond 2.2, long bond 2.8 bohr
bulk gap: 0.0800 hartree = 2.177 eV
Zak phase / pi (modulo 2) with positions: D1, D2, difference
  origin v-bond midpoint at 0.0 bohr: 0.000, 1.000, 1.000
  origin w-bond midpoint at 2.5 bohr: 1.000, 0.000, 1.000
  origin atom A of D1 at -1.1 bohr: 0.440, 1.440, 1.000
difference / pi if atom A is held and B moves: 1.120
cell-only Zak phase / pi and winding: original cell; regrouped cell
  D1: 0.000, 0; 1.000, -1
  D2: 1.000, 1; 0.000, 0
staggered energy 0.03 hartree: A weight 0.3472, regrouping shift / pi (modulo 2) 1.3057
Wannier centre, v = 0.10, w = 0.06 hartree: 0.000 bohr from the v-bond midpoint
Wannier centre, v = 0.06, w = 0.10 hartree: 2.500 bohr from the v-bond midpoint
centre displacement D1 to D2, staggered energy > 0 on A: +2.500 bohr; < 0 on A: -2.500 bohr
open chains of 20 cells: near-zero states, smallest |E|
  D1, first atom A: 0, 4.144e-02 hartree
  D1, first atom B: 2, 2.340e-06 hartree
  D2, first atom A: 2, 2.340e-06 hartree
  D2, first atom B: 0, 4.144e-02 hartree
chain of 41 atoms, zero-mode weight on first and last atom
  D1: 0.0000, 0.6400
  D2: 0.6400, 0.0000
domain wall: zero modes 1, weight on central atom 0.4706
end potential U: states inside gap, energy of left-end state
  U = 0.02 hartree: 2, 0.01261 hartree
  U = 0.08 hartree: 2, 0.03842 hartree
  U = 0.12 hartree: 1, 0.16441 hartree
top of upper band: 0.16 hartree
no test failed
```
